# Reading the wavelength of isotropic mounds from their height correlation

## Problem

During epitaxial growth, an uphill surface current can turn a flat film into a pattern of mounds. Let $h(\mathbf x)$ be the film height measured from its mean, and let

$$C(\mathbf r)=\langle h(\mathbf x)\,h(\mathbf x+\mathbf r)\rangle,\qquad w^2=C(0).$$

The average runs over an ensemble of surfaces or over a large area. The pattern is statistically homogeneous and isotropic, and all its Fourier components have the same wavenumber $q_0$. The wavelength is $\lambda=2\pi/q_0$.

(a) Find $C(r)$.

(b) Find the first positive maximum of $C$ at $r>0$, in units of $\lambda$, to three decimals. Is it at one wavelength?

(c) In the linear stage of the Villain instability the height obeys

$$\partial_t h=-\nu\nabla^2h-K\nabla^4h,\qquad \nu,K>0 .$$

The first term comes from the uphill current $\mathbf j=\nu\nabla h$ through $\partial_t h=-\nabla\cdot\mathbf j$; the second is smoothing by surface relaxation. Take $\nu=0.50\ \mathrm{nm^2/s}$, $K=23\ \mathrm{nm^4/s}$ and $w=0.30$ nm, and let the fastest-growing wavenumber be $q_0$. Where is the side maximum? What errors follow if its position is taken for the wavelength?

## Hints

1. Homogeneity makes $C$ the Fourier transform of a non-negative spectrum. Isotropy spreads that spectrum evenly over the directions of the wavevector.
2. A wave whose wavevector makes an angle $\theta$ with the lag $\mathbf r$ has period $\lambda/|\cos\theta|$ along the lag.
3. Differentiate the series for $C$. At a stationary point, the differential equation obeyed by $C$ ties the sign of the curvature to the sign of $C$.
4. To be sure that no zero of the derivative has been missed, compare its differential equation with that of a sine.

## Solution

### (a) The correlation function

For a homogeneous surface,

$$C(\mathbf r)=\int\frac{d^2q}{(2\pi)^2}\,S(\mathbf q)\,e^{i\mathbf q\cdot\mathbf r}.$$

Here $S$ is non-zero on the ring $|\mathbf q|=q_0$ and does not depend on direction. The integral is therefore an average over the angle $\theta$ between $\mathbf q$ and $\mathbf r$, and $C(0)=w^2$ fixes its prefactor. The imaginary part cancels between $\mathbf q$ and $-\mathbf q$. With $x=q_0r$,

$$\frac{C}{w^2}=\int_0^{2\pi}\frac{d\theta}{2\pi}\cos(x\cos\theta).$$

Expand the outer cosine in powers of $x\cos\theta$. To average $\cos^{2n}\theta=4^{-n}(e^{i\theta}+e^{-i\theta})^{2n}$, note that only the middle binomial term has no phase factor, so the average is $(2n)!/(4^n n!^2)$. The factor $(2n)!$ cancels that of the cosine series:

$$\frac{C}{w^2}=\sum_{n=0}^{\infty}\frac{(-1)^n}{n!^2}\left(\frac x2\right)^{2n}=J_0(x).$$

This is the Bessel function of order zero, so $C(r)=w^2J_0(q_0r)$.

### (b) The side maximum

**Derivative.** Since $\frac{d}{dx}(x/2)^{2n}=n(x/2)^{2n-1}$, putting $n=m+1$ gives

$$J_0'(x)=-\sum_{m=0}^{\infty}\frac{(-1)^m}{m!(m+1)!}\left(\frac x2\right)^{2m+1}=-J_1(x).$$

The stationary points of $C$ at $r>0$ are thus the positive zeros of $J_1$.

**Maxima and minima.** Multiply the series for $J_0'$ by $x$ and differentiate again:

$$(xJ_0')'=2\sum_{n\ge1}\frac{(-1)^n}{(n-1)!^2}\left(\frac x2\right)^{2n-1}=-xJ_0 .$$

Written out, this is

$$J_0''+\frac{J_0'}{x}+J_0=0. \tag{1}$$

At a stationary point $J_0''=-J_0$. The value $J_0$ cannot vanish there, because a solution of (1) with $J_0=J_0'=0$ at one positive $x$ is zero everywhere. A positive stationary value is therefore a maximum and a negative one a minimum.

Near the origin $J_0\approx1-x^2/4$, so the function starts by falling. It falls until its first stationary point, which must then be a minimum with $J_0<0$. It rises until the second, which must be a maximum with $J_0>0$. The required point is the second positive zero of $J_1$, called $j_{12}$ below.

**Counting the zeros.** Differentiate (1) and insert $J_0'=-J_1$:

$$J_1''+\frac{J_1'}{x}+\left(1-\frac1{x^2}\right)J_1=0 .$$

Set $J_1=x^{-1/2}u$. Then

$$J_1'=x^{-1/2}\left(u'-\frac{u}{2x}\right),\qquad J_1''=x^{-1/2}\left(u''-\frac{u'}{x}+\frac{3u}{4x^2}\right).$$

The terms in $u'$ cancel, and the coefficients of $u/x^2$ add to $\frac34-\frac12-1=-\frac34$:

$$u''+\left(1-\frac{3}{4x^2}\right)u=0 .$$

Let $a<b$ be successive zeros of $u$, with $a=0$ allowed, and choose the sign so that $u>0$ between them. Suppose that $b-a\le\pi$. Then $v=\sin(x-a)$ is positive inside the interval, and $v''=-v$ gives

$$(u'v-uv')'=u''v-uv''=\frac{3uv}{4x^2}>0 .$$

The integral of the right side from $a$ to $b$ is positive. The integral of the left side is $u'(b)\sin(b-a)$, since the contribution at $a$ vanishes; this also holds at $a=0$, where $u\propto x^{3/2}$. But $u'(b)\le0$ and $\sin(b-a)\ge0$, so the left side is not positive. The contradiction shows that successive zeros, counted from $x=0$, are more than $\pi$ apart. The $k$-th positive zero therefore exceeds $k\pi$.

**Locating the zeros.** Twenty terms of the series for $J_1$ give

| $x$ | $J_1(x)$ |
|---|---|
| 3.831 | $+2.84\times10^{-4}$ |
| 3.832 | $-1.18\times10^{-4}$ |
| 7.0153 | $-8.60\times10^{-5}$ |
| 7.0159 | $+9.40\times10^{-5}$ |

The omitted terms alternate and decrease, so the truncation error is below the first of them, which is $1.8\times10^{-16}$ at $x=7.0159$. Each sign change encloses one zero. The zero near 3.83 lies below $2\pi$, so it is the first. The zero near 7.016 lies below $3\pi$, so it cannot be the third or a later one; it is the second. Hence $j_{12}=7.0156$ and

$$\frac{r_{\max}}{\lambda}=\frac{j_{12}}{2\pi}=\frac{7.0156}{6.2832}=1.117 .$$

The end points of the bracket, divided by $2\pi$, lie between 1.1165 and 1.1167, so the third decimal is secure. The height there is $C/w^2=0.300$. The preceding minimum is at $0.610\,\lambda$, with $C/w^2=-0.403$.

**Why the answer is not one wavelength.** At $r=\lambda$,

$$\frac{d(C/w^2)}{d(r/\lambda)}=-2\pi J_1(2\pi)=-2\pi(-0.2124)=1.33>0 ,$$

so the correlation is still rising. A wave with wavevector parallel to the lag has its crest at $r=\lambda$. Waves with $\frac12<|\cos\theta|<1$ have a longer period along the lag and are still climbing towards their first crest. Those with $0<|\cos\theta|<\frac12$ are still falling. The positive sum shows that the climbing waves win.

The large-$x$ form shows the size of the displacement. In $\int d\theta\,e^{ix\cos\theta}$ the main contributions come from $\theta=0$ and $\theta=\pi$, where the phase is stationary. Near $\theta=0$, $\cos\theta\approx1-\theta^2/2$, and

$$\int_{-\infty}^{\infty}d\theta\,e^{-ix\theta^2/2}=\sqrt{\frac{2\pi}{x}}\,e^{-i\pi/4}.$$

The point $\theta=\pi$ gives the complex conjugate contribution. Adding both and dividing by $2\pi$,

$$J_0(x)\approx\sqrt{\frac{2}{\pi x}}\cos\left(x-\frac\pi4\right).$$

The first returning crest of the cosine is at $x=9\pi/4$, or $r=1.125\,\lambda$. The decaying prefactor moves the maximum to $\tan(x-\pi/4)=-1/(2x)$, which is about $0.071$ lower in $x$, or $r\approx1.114\,\lambda$. Corrections to the leading form account for the remaining difference from 1.117.

At large lag the positive maxima approach $r=(n+\frac18)\lambda$. The spacing between distant neighbouring maxima thus tends to $\lambda$, although the first maximum is not at $\lambda$.

**Where isotropy enters.** Parallel ripples have $C=w^2\cos(q_0r)$ along their wavevector and peak at $\lambda$. The square pattern $h=\cos q_0x_1+\cos q_0x_2$ has $w^2=1$ and $C=\frac12(\cos q_0r_1+\cos q_0r_2)$. Along an axis this is $\frac12(1+\cos q_0r)$, which also peaks at $\lambda$. Averaging over the directions of the lag turns each cosine into $J_0(q_0r)$. Direct averaging of height products, with lags spaced by $0.002\,\lambda$, puts the peaks at $1.000\,\lambda$ on the axis and $1.116\,\lambda$ for the direction average. The factor 1.117 therefore belongs to single-wavenumber patterns that are isotropic, or whose correlation is averaged over direction.

### (c) Mounds from the linear instability

Insert $h\propto e^{i\mathbf q\cdot\mathbf x+\sigma t}$. Since $\nabla^2\to-q^2$,

$$\sigma=\nu q^2-Kq^4 .$$

The condition $d\sigma/dq=2\nu q-4Kq^3=0$ gives the fastest-growing wavenumber $q_*$ and its rate:

$$q_*^2=\frac{\nu}{2K},\qquad \sigma_*=\frac{\nu^2}{2K}-\frac{\nu^2}{4K}=\frac{\nu^2}{4K}.$$

Numerically,

$$q_*=\sqrt{\frac{0.50}{46}}\ \mathrm{nm^{-1}}=0.1043\ \mathrm{nm^{-1}},\qquad \lambda=\frac{2\pi}{q_*}=60.3\ \mathrm{nm}.$$

The side maximum is at $1.1166\times60.27\ \mathrm{nm}=67.3$ nm, with $C=0.300\times(0.30\ \mathrm{nm})^2=0.027\ \mathrm{nm^2}$.

Taking 67.3 nm for the wavelength makes it 11.7 % too large, relative to the true $\lambda$. If the mound density is inferred as a fixed constant times $\lambda^{-2}$, it comes out wrong by $1.1166^{-2}-1=-19.8\,\%$. The remedy for an isotropic, narrow ring is to divide the peak position by 1.117.

## Variation 1: a ring of finite width

**Question.** The instability amplifies a band of wavenumbers. Starting from white roughness, does the width of the band move the peak at $t=2300$ s?

**Solution.** Each spectral component grows as $e^{2\sigma t}$. Let $m=(q/q_*)^2$ and $T=\sigma_*t$. From $\sigma/\sigma_*=2m-m^2=1-(m-1)^2$ and $d^2q\propto dm$, the normalized weight of $m$ is proportional to $e^{-2T(m-1)^2}$. This is a Gaussian of mean 1 and variance $v=1/(4T)$; the cut-off at $m=0$ has relative weight $e^{-2T}$ and is negligible here.

With $x=q_*r$ we need the average of $J_0(z)$, $z=\sqrt m\,x$. The series gives $(J_1/z)'=-J_2/z$, where $J_2(z)=\sum_n(-1)^n(z/2)^{2n+2}/[n!(n+2)!]$. Using $dz/dm=x^2/(2z)$ twice,

$$\frac{dJ_0}{dm}=-\frac{x^2}{2}\frac{J_1(z)}{z},\qquad \frac{d^2J_0}{dm^2}=\frac{x^4}{4z^2}J_2(z).$$

At $m=1$ the second derivative is $x^2J_2(x)/4$. The term linear in $m-1$ averages to zero, so

$$\frac{C}{w^2}=J_0(x)+\frac v8x^2J_2(x)+O(v^2).$$

Term-by-term differentiation gives $(x^2J_2)'=x^2J_1$. The slope is therefore $-J_1(x)(1-vx^2/8)$ to this order, and it still vanishes at $j_{12}$. There is no shift of order $v$ when lengths are measured in $2\pi/q_*$.

For the example $T=2.717\times10^{-3}\times2300=6.25$ and $v=0.040$. Since $\sqrt m\approx1+(m-1)/2$, the relative width in $q$ is $s\approx\sqrt v/2=0.10$. The full average puts the peak at $1.114\,\lambda$, or 67.1 nm, a shift of $-0.3\,\%$ from the ideal ring. Between $T=50$ and $T=100$ the shift in $x$ drops from $-2.72\times10^{-4}$ to $-6.78\times10^{-5}$, a factor of 4.0, as a term of order $v^2$ requires.

The height is more sensitive: it falls from 0.300 to 0.232. The expansion needs $vx^2/8\ll1$; at the peak this parameter is 0.25. A much broader ring needs the full average over its spectrum.

## Variation 2: fourfold anisotropy

**Question.** A crystal surface with fourfold symmetry weights the ring by $1+a\cos4\theta$, with $\theta$ now measured from a crystal axis. How does the peak move along a lag at angle $\varphi$ to that axis?

**Solution.** Let $\alpha=\theta-\varphi$. In $\cos4\theta=\cos4\alpha\cos4\varphi-\sin4\alpha\sin4\varphi$ the sine term is odd in $\alpha$ and integrates to zero. With the integral form $J_4(x)=\int_0^{2\pi}\frac{d\alpha}{2\pi}\cos4\alpha\cos(x\cos\alpha)$,

$$\frac{C}{w^2}=J_0(x)+a\,J_4(x)\cos4\varphi .$$

Along the axis, $\varphi=0$, the peak obeys $-J_1+aJ_4'=0$. At $j_{12}$, $J_1'=-J_0''=J_0$. To first order in $a$,

$$\delta x=a\,\frac{J_4'(j_{12})}{J_0(j_{12})}=-0.862\,a .$$

For $a=0.20$ this is $-0.172$, or $-0.027\,\lambda$. The full condition gives $1.091\,\lambda$ on the axis and $1.146\,\lambda$ on the diagonal, where $\cos4\varphi=-1$. Averaging $C$ over $\varphi$ removes the term in $a$ and restores $1.117\,\lambda$.

## Beside real surfaces

The wavelength and height are chosen to resemble early mound growth in metal homoepitaxy: tens of nanometres and a few tenths of a nanometre. Such a height is only one or two atomic layers, so the continuum equation is a coarse description. Reaching $w=0.30$ nm after 2300 s requires a very smooth start, 0.005 nm rms when sampled on 6 nm pixels; a rougher film would leave the linear regime sooner. It also requires slow deposition. With $\nu$ and $K$ held fixed, a layer height of 0.2 nm and an atomic volume of 0.012 nm³, the random arrival of atoms alone produces this $w$ at about 0.0017 monolayers per second. A larger flux would end the linear stage earlier. Of the linear effects sized here, anisotropy moves the peak most, by about 2.5 % in a single-direction cut of the ideal ring at the assumed $a=0.20$. For the finite ring of Variation 1, with the same $a$ produced by a direction-dependent $K$, the shift is about 3 %. Deposition noise acting throughout growth, in place of initial roughness, gives $1.113\,\lambda$. For a single simulated linear surface of side 723 nm, the direction-averaged peak scatters from surface to surface by less than $0.01\,\lambda$ (standard deviation).

Real mounds also break linearity. Suppose that the current is $\nu\nabla h/(1+|\nabla h|^2/m_0^2)$, which grows more slowly than the slope, peaks at $|\nabla h|=m_0$ and then falls. With an assumed $m_0=0.10$, the linear rms slope $q_*w=0.031$ corresponds to $(0.031/0.10)^2\approx0.10$. For six surfaces grown from the same initial states, this weakening of the current lowers the final rms height from 0.30 to 0.26 nm and moves the mean peak from 1.115 to $1.122\,\lambda$. Comparing linear and nonlinear growth from the same initial states, this outward shift of $0.007\,\lambda$ has a standard error below $0.001\,\lambda$. Its smallness depends on the assumed $m_0$, which a real film does not choose freely. In step-edge models of this current, $\nu\lesssim R\ell^2$ and $m_0\approx a_\perp/\ell$ in order of magnitude, where $R$ is the flux in monolayers per second, $\ell$ the diffusion length and $a_\perp$ the layer height. At $R=0.0017$ monolayers per second, $\nu=0.50\ \mathrm{nm^2/s}$ needs $\ell\gtrsim17$ nm, so $m_0\lesssim0.012$, below the linear rms slope. With $m_0=0.012$ the rms height reaches only about 0.09 nm, the mean wavenumber falls to about $0.94\,q_*$, and the peak moves out to about $1.18\,\lambda$. The numbers of part (c) therefore illustrate the linear formula; a real film with these values would already be nonlinear, and $2\pi/q_*$ would no longer be its wavelength. Steeper, faceted or coarsening mounds lie outside this estimate. The numerical output below lists the values used, apart from the flux estimate, the shift for anisotropic $K$, the standard error of the nonlinear shift and the case $m_0=0.012$.

## Calculated quantities

```
J1(3.831) from 20 series terms = 2.844e-04
J1(3.832) from 20 series terms = -1.184e-04
J1(7.0153) from 20 series terms = -8.604e-05
J1(7.0159) from 20 series terms = 9.403e-05
first omitted series term at x = 7.0159: 1.8e-16
first minimum: x = 3.8317, r/wavelength = 0.6098
C/w^2 at first minimum = -0.4028
side maximum: x = 7.0156, r/wavelength = 1.1166
C/w^2 at side maximum = 0.3001
C/w^2 at one wavelength = 0.2203
J1(2 pi) = -0.2124
slope d(C/w^2)/d(r/wavelength) at one wavelength = 1.334
crest of cos(x - pi/4), r/wavelength = 1.1250
square pattern, axis cut: peak r/wavelength = 1.000
square pattern, all directions: peak r/wavelength = 1.116
nu = 0.50 nm^2/s, K = 23.0 nm^4/s, time = 2300 s
rms height w = 0.30 nm, slope scale m0 = 0.10
q_star = 0.1043 1/nm, wavelength = 60.27 nm
largest growth rate = 2.717e-03 1/s, T = 6.250
ideal side maximum = 67.29 nm
C at side maximum = 0.0270 nm^2
wavelength error if peak is read as wavelength = +11.7 %
mound density error from that reading = -19.8 %
ring width s: formula 0.1000, from spectrum 0.1025
instability ring: peak r/wavelength = 1.1137
instability ring: peak position = 67.12 nm
instability ring: C/w^2 at peak = 0.2318
shift in x at T = 50: -2.72e-04, at T = 100: -6.78e-05
Gaussian ring, s = 0.10: peak r/wavelength = 1.1110
Gaussian ring: C/w^2 at peak = 0.2343
deposition noise: peak r/wavelength = 1.1130
deposition noise: C/w^2 at peak = 0.2256
fourfold shift coefficient dx/da = -0.862
fourfold a = 0.20: peak on axis 1.0907 wavelengths
fourfold a = 0.20: peak on diagonal 1.1455 wavelengths
simulated box side = 723 nm, surfaces = 60
linear surfaces: mean peak = 1.1144 wavelengths
scatter of one surface = 0.0089 wavelengths
standard error of mean = 0.0012 wavelengths
rms slope = 0.0313, (rms slope/m0)^2 = 0.098
initial rms height per pixel = 0.0047 nm
pixel side = 6.03 nm
6 surfaces, linear: mean peak = 1.1153 wavelengths
6 surfaces, nonlinear: mean peak = 1.1222 wavelengths
6 surfaces, nonlinear: rms height = 0.2593 nm
```
